# Periodic Sinc Functions as a Unitary Transform of Plane Waves: test program

```python
"""
Result under test: on a uniform periodic grid of N points the periodic sinc
functions are a unitary transform of N consecutive plane waves, and their
kinetic matrix has a closed form, different for odd and even N.

Symbols (Hartree atomic units):
  L       length of the one-dimensional cell, grid points x_j = j L / N
  n       plane-wave integers: -(N-1)/2..(N-1)/2 (odd), -N/2+1..N/2 (even)
  chi_j   basis function, sqrt(N/L) * cardinal((x - x_j)/L, N)
  P, D    matrices of n and n^2 in the basis chi_j
  T       kinetic matrix, (2 pi^2 / L^2) D in one dimension
  cell    rows are lattice vectors; recip: rows are reciprocal vectors
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import mathieu_a, mathieu_b

pi = np.pi


def integers(N):
    return np.arange(N) - (N - 1) // 2


def cardinal(u, N):
    """Closed-form periodic sinc, equal to 1 at integer u."""
    u = u - np.round(u)
    at_centre = np.abs(u) < 1e-10
    safe = np.where(at_centre, 0.5, u)
    ratio = np.sin(pi * N * safe) / (N * np.sin(pi * safe))
    ratio = np.where(at_centre, 1.0, ratio)
    return ratio * (np.exp(1j * pi * u) if N % 2 == 0 else 1.0)


def closed_matrices(N):
    """Closed forms of P and D."""
    d = np.subtract.outer(np.arange(N), np.arange(N))
    sign = 1.0 - 2.0 * (d % 2)
    s = np.where(d == 0, 1.0, np.sin(pi * d / N))
    c = np.cos(pi * d / N)
    if N % 2:
        P = -0.5j * sign / s
        D = sign * c / (2 * s**2)
        P_diag, D_diag = 0.0, (N**2 - 1) / 12
    else:
        P = 0.5 * sign * (1 - 1j * c / s)
        D = sign / (2 * s**2)
        P_diag, D_diag = 0.5, (N**2 + 2) / 12
    np.fill_diagonal(P, P_diag)
    np.fill_diagonal(D, D_diag)
    return P, D


# ---- One dimension: integrals of the functions themselves ----
L = 10.0
V0 = 1.0
Q = 64
x = L * np.arange(Q) / Q          # equal weights are exact for these products
w = L / Q
step = 0.01
print(f"cell length L = {L:.1f} bohr, potential depth V0 = {V0:.1f} hartree")
for N in (5, 6, 7, 8):
    centres = L * np.arange(N) / N

    def chi(shift):
        u = (x[:, None] + shift - centres) / L
        return np.sqrt(N / L) * cardinal(u, N)

    f = chi(0.0)
    df = (45 * (chi(step) - chi(-step)) - 9 * (chi(2 * step) - chi(-2 * step))
          + chi(3 * step) - chi(-3 * step)) / (60 * step)
    waves = np.exp(2j * pi * np.outer(x, integers(N)) / L) / np.sqrt(L)
    U = w * waves.conj().T @ f
    P, D = closed_matrices(N)
    T = 2 * pi**2 / L**2 * D
    assert np.allclose(w * f.conj().T @ f, np.eye(N), atol=1e-11)
    assert np.allclose(U.conj().T @ U, np.eye(N), atol=1e-11)
    assert np.allclose(U @ U.conj().T, np.eye(N), atol=1e-11)
    assert np.allclose(waves @ U, f, atol=1e-11)
    T_integral = 0.5 * w * df.conj().T @ df
    P_integral = -1j * L / (2 * pi) * w * f.conj().T @ df
    assert np.allclose(T_integral, T, atol=1e-8)
    assert np.allclose(P_integral, P, atol=1e-8)
    if N in (5, 6):
        row = "  ".join(f"{t:.6f}" for t in T[0, :N // 2 + 1])
        print(f"N={N}: T for d=0..{N // 2} (hartree): {row}")
        err = np.max(np.abs(T_integral - T))
        print(f"N={N}: closed form minus integral, max = {err:.1e} hartree")
    if N % 2 == 0:
        S = w * f.real.T @ f.real
        d = np.subtract.outer(np.arange(N), np.arange(N))
        expected = np.eye(N) - (1 - 2 * (d % 2)) / (2 * N)
        assert np.allclose(S, expected, atol=1e-11)
        low = np.linalg.eigvalsh(S)[0]
        assert abs(low - 0.5) < 1e-10
        print(f"N={N}: real parts, lowest overlap eigenvalue = {low:.6f}")

# ---- Infinite-cell limit at fixed spacing h = 1 bohr ----
for N, coefficient in ((401, -1 / 6), (400, 1 / 3)):
    D = closed_matrices(N)[1]
    for d in (0, 1, 2, 3):
        sinc_T = quad(lambda k: 0.5 * k * k * np.cos(k * d), 0, pi,
                      epsabs=1e-13, epsrel=1e-13)[0] / pi
        formula = pi**2 / 6 if d == 0 else (-1)**d / d**2
        assert abs(sinc_T - formula) < 1e-11
        periodic_T = 2 * pi**2 / N**2 * D[d, 0]
        scaled = (periodic_T - sinc_T) * (-1)**d * N**2 / pi**2
        assert abs(scaled - coefficient) < 1e-3
    print(f"N={N}, h=1 bohr, d=3: T periodic = {periodic_T:.8f}, "
          f"sinc = {sinc_T:.8f} hartree")
    print(f"N={N}: scaled correction at d=3 = {scaled:.5f}")

# ---- Cosine potential: grid matrix, plane waves, Mathieu reference ----
q = V0 * L**2 / pi**2
to_energy = pi**2 / (2 * L**2)
E_ref = to_energy * mathieu_a(0, q)
E_ref_excited = to_energy * mathieu_b(2, q)
print(f"Mathieu parameter q = {q:.6f}")
print(f"Mathieu ground energy = {E_ref:.9f} hartree")
print(f"Mathieu first excited energy = {E_ref_excited:.9f} hartree")
print("ground-energy errors: grid matrix, exact plane-wave integrals (hartree)")
for N in (5, 6, 7, 8, 16, 17):
    n = integers(N)
    D = closed_matrices(N)[1]
    grid_V = -V0 * np.cos(2 * pi * np.arange(N) / N)
    H_grid = 2 * pi**2 / L**2 * D + np.diag(grid_V)
    exact_V = -0.5 * V0 * (np.eye(N, k=1) + np.eye(N, k=-1))
    H_waves = np.diag(0.5 * (2 * pi * n / L)**2) + exact_V
    U = np.exp(-2j * pi * np.outer(n, np.arange(N)) / N) / np.sqrt(N)
    aliased_V = exact_V.copy()
    aliased_V[0, -1] -= V0 / 2
    aliased_V[-1, 0] -= V0 / 2
    assert np.allclose(U @ np.diag(grid_V) @ U.conj().T, aliased_V, atol=1e-12)
    E_grid = np.linalg.eigvalsh(H_grid)
    E_waves = np.linalg.eigvalsh(H_waves)
    assert E_waves[0] > E_ref - 1e-10
    if N <= 8:
        assert E_grid[0] < E_waves[0]
    else:
        assert abs(E_grid[0] - E_ref) < 1e-7
        assert abs(E_grid[1] - E_ref_excited) < 1e-7
    print(f"N={N:2d}: E grid = {E_grid[0]:.9f}, errors "
          f"{E_grid[0] - E_ref:+.2e}, {E_waves[0] - E_ref:+.2e}")

# ---- Three dimensions: oblique cell ----
cell = np.array([[4.0, 0.0, 0.0], [1.0, 5.0, 0.0], [0.5, 1.0, 6.0]])
recip = 2 * pi * np.linalg.inv(cell).T
metric = recip @ recip.T
for i in range(3):
    print(f"a_{i + 1} = {cell[i]} bohr")
print("b_i.b_i (bohr^-2): " + "  ".join(f"{metric[i, i]:.6f}" for i in range(3)))
print(f"b1.b2, b1.b3, b2.b3 (bohr^-2): {metric[0, 1]:.6f}  "
      f"{metric[0, 2]:.6f}  {metric[1, 2]:.6f}")


def product(factors):
    return np.kron(np.kron(factors[0], factors[1]), factors[2])


for shape in ((3, 4, 5), (3, 5, 3)):
    PD = [closed_matrices(N) for N in shape]
    ones = [np.eye(N) for N in shape]
    size = int(np.prod(shape))
    square_part = np.zeros((size, size), complex)
    cross_part = np.zeros((size, size), complex)
    for i in range(3):
        factors = list(ones)
        factors[i] = PD[i][1]
        square_part += 0.5 * metric[i, i] * product(factors)
        for j in range(i + 1, 3):
            factors = list(ones)
            factors[i], factors[j] = PD[i][0], PD[j][0]
            cross_part += metric[i, j] * product(factors)
    T = square_part + cross_part

    # Explicit plane-wave sum
    points = np.array(list(np.ndindex(*shape))) / np.array(shape)
    labels = np.array([[integers(N)[m] for N, m in zip(shape, index)]
                       for index in np.ndindex(*shape)])
    U = np.exp(-2j * pi * labels @ points.T) / np.sqrt(size)
    G = labels @ recip
    T_sum = U.conj().T @ (0.5 * np.sum(G**2, axis=1)[:, None] * U)
    assert np.allclose(T, T_sum, atol=1e-11)

    # Cartesian finite differences of the closed-form functions at grid points
    separation = points[:, None, :] - points[None, :, :]
    delta = 0.02
    weights = {0: -49 / 18, 1: 3 / 2, 2: -3 / 20, 3: 1 / 90}
    laplacian = np.zeros((size, size), complex)
    for axis in range(3):
        for m in range(-3, 4):
            u = separation + m * delta * recip[:, axis] / (2 * pi)
            value = np.ones((size, size), complex)
            for i in range(3):
                value = value * cardinal(u[:, :, i], shape[i])
            laplacian += weights[abs(m)] * value / delta**2
    fd_error = np.max(np.abs(-0.5 * laplacian - T))
    assert fd_error < 1e-6
    imag = np.max(np.abs(T.imag))
    cross = np.max(np.abs(cross_part))
    assert np.max(np.abs(square_part.imag)) < 1e-13
    assert cross > 1e-3
    if all(N % 2 for N in shape):
        assert imag < 1e-13
    else:
        assert imag > 1e-3
    name = "x".join(map(str, shape))
    print(f"{name}: {size} functions, T diagonal = {T[0, 0].real:.6f} hartree")
    print(f"{name}: largest cross term = {cross:.6f} hartree")
    print(f"{name}: largest imaginary part = {imag:.6f} hartree")
    print(f"{name}: finite-difference deviation = {fd_error:.1e} hartree")

print("all good")
```

Running it gives:

```
cell length L = 10.0 bohr, potential depth V0 = 1.0 hartree
N=5: T for d=0..2 (hartree): 0.394784  -0.231111  0.033719
N=5: closed form minus integral, max = 4.3e-14 hartree
N=6: T for d=0..3 (hartree): 0.625075  -0.394784  0.131595  -0.098696
N=6: closed form minus integral, max = 2.3e-13 hartree
N=6: real parts, lowest overlap eigenvalue = 0.500000
N=8: real parts, lowest overlap eigenvalue = 0.500000
N=401, h=1 bohr, d=3: T periodic = -0.11110088, sinc = -0.11111111 hartree
N=401: scaled correction at d=3 = -0.16670
N=400, h=1 bohr, d=3: T periodic = -0.11113168, sinc = -0.11111111 hartree
N=400: scaled correction at d=3 = 0.33337
Mathieu parameter q = 10.132118
Mathieu ground energy = -0.698742012 hartree
Mathieu first excited energy = -0.124406394 hartree
ground-energy errors: grid matrix, exact plane-wave integrals (hartree)
N= 5: E grid = -0.731259264, errors -3.25e-02, +5.87e-03
N= 6: E grid = -0.705075967, errors -6.33e-03, +2.98e-03
N= 7: E grid = -0.700139253, errors -1.40e-03, +1.66e-04
N= 8: E grid = -0.698913352, errors -1.71e-04, +8.38e-05
N=16: E grid = -0.698742012, errors -5.95e-14, +3.41e-14
N=17: E grid = -0.698742012, errors -3.00e-15, -2.22e-16
a_1 = [4. 0. 0.] bohr
a_2 = [1. 5. 0.] bohr
a_3 = [0.5 1.  6. ] bohr
b_i.b_i (bohr^-2): 2.572266  1.623002  1.096623
b1.b2, b1.b3, b2.b3 (bohr^-2): -0.378335  -0.082247  -0.219325
3x4x5: 60 functions, T diagonal = 3.171296 hartree
3x4x5: largest cross term = 0.154455 hartree
3x4x5: largest imaginary part = 0.109216 hartree
3x4x5: finite-difference deviation = 4.5e-11 hartree
3x5x3: 45 functions, T diagonal = 2.845964 hartree
3x5x3: largest cross term = 0.185809 hartree
3x5x3: largest imaginary part = 0.000000 hartree
3x5x3: finite-difference deviation = 4.9e-11 hartree
all good
```
